# Uniform Bulk Oscillation Removes Hard-Wall Stochastic Heating in a Uniform Plasma

If the moving sheath of a capacitive discharge is treated as a hard wall and the plasma in front of it is left at rest, the energy balance acquires a power source that the model does not contain. For uniform ions, electrons at 3 eV, a density of $10^{-14}$ per cubic angstrom and an edge moving with amplitude $2\times10^{7}$ angstrom at 12.1 MHz, the spurious source is about 122 W/m². An electron temperature or plasma density inferred from that balance inherits the error. Uniform ions are an idealization. In a low-pressure sheath the ions are accelerated through a large voltage and their density falls well below the bulk value, so this figure is the error within the uniform model and not that of a real discharge. What is missing is the oscillation of the bulk electrons, which carries the discharge current. Once it is included, the moving edge gives no net heating in a collisionless plasma with uniform ions.

## The belief and its appeal

The belief runs as follows. An electron that meets an advancing sheath edge gains energy, and one that meets a retreating edge loses energy. Head-on encounters are more frequent than overtaking ones, so on average the electrons gain.

Each sentence holds for a wall moving through a gas at rest. The argument also seems to need nothing about the interior of the plasma, since the exchange takes place at the edge. To see where it fails, the estimate is first derived in full.

I use atomic units: the electron mass is 1, its charge is $-1$, and $T$ is an energy. The model is one-dimensional and collisionless. Ions are fixed with the same density $n$ in bulk and sheath. Electrons occupy $x>s(t)$, the electrode lies to the left, and no electron reaches it. The edge velocity $u=ds/dt$ is periodic with zero mean, so $u>0$ means that the edge advances into the plasma.

An electron with velocity $v<u$ is caught by the edge. In the frame of the edge its velocity $v-u$ changes sign, so in the laboratory $v\to 2u-v$. Its energy gain is

$$\tfrac12\left[(2u-v)^2-v^2\right]=2u^2-2uv=2u(u-v).$$

Electrons in the range $dv$ hit at the rate $n(u-v)f(v)\,dv$ per unit area, where $f$ is normalized to one. The power per area given to the electrons by the wall is therefore

$$P=2nu\int_{-\infty}^{u}(u-v)^2f(v)\,dv.$$

The stationary-bulk estimate takes $f=f_0$, a Maxwellian at rest, $f_0(v)=e^{-v^2/2T}/\sqrt{2\pi T}$. Substituting $y=-v$ and using $f_0(-y)=f_0(y)$ gives

$$P=2nu\,I(u),\qquad I(u)=\int_{-u}^{\infty}(u+y)^2f_0(y)\,dy.$$

The integrand vanishes at the lower limit, and so does that of the first derivative. Hence

$$I'=2\int_{-u}^{\infty}(u+y)f_0\,dy,\qquad I''=2\int_{-u}^{\infty}f_0\,dy,\qquad I'''=2f_0(u).$$

With the mean speed $\bar v=\sqrt{8T/\pi}$, one has $\int_0^\infty yf_0\,dy=\sqrt{T/2\pi}=\bar v/4$ and $f_0(0)=1/\sqrt{2\pi T}=\bar v/(4T)$. At $u=0$ this gives $I=T/2$, $I'=\bar v/2$, $I''=1$ and $I'''=\bar v/(2T)$. The Taylor series through third order yields

$$P\simeq nTu+n\bar v u^2+nu^3+\frac{n\bar v}{6T}u^4.$$

For $u=u_0\sin\omega t$ the odd powers average to zero, while $\langle u^2\rangle=u_0^2/2$ and $\langle u^4\rangle=3u_0^4/8$. Thus

$$\langle P\rangle\simeq\tfrac12 n\bar v u_0^2\left(1+\frac{u_0^2}{8T}\right).$$

The leading term is the hard-wall result for a bulk at rest. Electrons with speeds of order $u_0$ can be hit again before they escape, and the integral ignores this history. Their hit rate is of order $nu_0^2/\sqrt T$ and each exchanges an energy of order $u_0^2$, so they contribute at the order of the correction term. That term is nevertheless right. Free flight and reflection preserve the phase-space density, so for these slow electrons $f$ at the edge equals $f_0(0)$ up to a relative error of order $u_0^2/T$, whatever their history. Repeated hits first change the power at relative order $u_0^4/T^2$.

The leading term has two equal sources. For an approaching electron the gain is $2u|v|+2u^2$ and the hit rate is proportional to $|v|+u$. Their product contains $2u^2|v|$ twice: once from the extra gain $2u^2$ at the unbiased rate $|v|$, and once from the extra rate $u$ at the ordinary gain $2u|v|$. Both depend on the motion of the edge relative to the electrons in front of it.

## What current continuity requires

In one dimension the sum of displacement and conduction current cannot depend on $x$. In the bulk the charges cancel, so the field there is a uniform $E_b(t)$. In the sheath only the ions remain, and $\partial E/\partial x=4\pi n$. Continuity of the field at the edge gives

$$E=E_b+4\pi n(x-s),\qquad x<s.$$

The second term is negative, so the force $-E$ that it exerts on an electron points into the plasma, as it must.

At fixed $x$ in the sheath there is no conduction current, and the total current is

$$\frac{1}{4\pi}\frac{\partial E}{\partial t}=\frac{1}{4\pi}\frac{dE_b}{dt}-nu.$$

In the bulk, electrons drifting with velocity $u_b$ carry the conduction current $-nu_b$, and the total is

$$\frac{1}{4\pi}\frac{dE_b}{dt}-nu_b.$$

Equality requires $u_b=u$. The displacement current of the bulk has been kept and cancels from the comparison, so this is not a low-frequency approximation.

A bulk at rest therefore contradicts the sheath motion assumed in the same calculation. The contradiction also shows in the density. With a stationary incoming Maxwellian, incoming and reflected electrons together have the density $2n\int_{-\infty}^{u}f_0\,dv\simeq n(1+u\sqrt{2/\pi T})$ at the edge. The ions there have density $n$, so an uncompensated charge appears, and the estimate ignores its field.

The drift needs a force. Since the bulk pressure is uniform, the mean electron motion obeys $du/dt=-E_b$, hence

$$E_b=-\frac{du}{dt}.$$

This inertial field is weak compared with the field deep in the sheath, which makes it easy to drop. It acts on every electron in the bulk, however, and it gives them the velocity of the edge.

## The same collision integral with the drift included

Now let the electrons have the distribution $f(v)=f_0(v-u)$ and write $w=v-u$ for the velocity relative to the bulk. The edge catches electrons with $w<0$. They hit at the rate $n|w|f_0(w)\,dw$, and each gains $2u(u-v)=2u|w|$. Both sources of the second-order heating have gone: the hit rate no longer depends on $u$, and the gain is strictly linear in $u$. The power is

$$P=2nu\int_{-\infty}^{0}w^2f_0(w)\,dw=nu\langle w^2\rangle=nTu.$$

The second equality uses the evenness of $f_0$, the third its Maxwellian form. The result is pressure times velocity, the power of a piston. Because $u$ has zero mean, $\langle P\rangle=0$. No expansion in $u_0/\sqrt T$ was made. For another even distribution with finite $\langle w^2\rangle$, the pressure is $n\langle w^2\rangle$ and the conclusion is the same. In the cold limit $P$ itself tends to zero, because the electrons ride with the edge and do not strike it.

The bulk field does not heat the electrons either. Its power per unit volume is $n(-E_b)u=nu\,du/dt=d(nu^2/2)/dt$, which integrates to zero over a period wherever plasma is present throughout. In the strip swept by the edge the same holds for sinusoidal motion, because the edge passes each point at equal speeds on retreat and advance. For other periodic motions the strip can contribute a mean power $n\langle u^3\rangle/2$ per unit area. That is exactly the drift energy carried through a fixed plane in the bulk, so it is not heating.

One might still suspect that reflected electrons spoil the distribution assumed for later collisions. They do not. Insert $F=nf_0(v-u(t))$ into the collisionless kinetic equation, with force $-E_b=du/dt$:

$$\frac{\partial F}{\partial t}+v\frac{\partial F}{\partial x}-E_b\frac{\partial F}{\partial v}
=-n\frac{du}{dt}f_0'+0+n\frac{du}{dt}f_0'=0.$$

Reflection exchanges $w$ and $-w$, and evenness makes $F$ equal at these two velocities. The electron density is $n$, so the bulk is neutral. Thus $F$ satisfies the equation, the wall condition and neutrality together, including repeated hits and without any assumption of random phases. In the frame of the edge the reason is plain: the inertial force $-du/dt$ cancels the electric force $-E_b$, and free electrons bounce from a wall at rest.

## A smooth edge gives the same answer

A real edge is not a hard wall, since electrons penetrate some way into the sheath. With uniform ions this does not restore the heating. Let $\xi=x-s(t)$ and let a field profile $G(\xi)$ move rigidly with the edge:

$$E=E_b(t)+G(\xi),\qquad \frac{dG}{d\xi}=4\pi\left[n-n_e(\xi)\right],$$

with $G\to0$ in the bulk. At fixed $x$, $\partial G/\partial t=-u\,dG/d\xi$. With all electrons drifting at mean velocity $u$, the total current is

$$\frac{1}{4\pi}\frac{dE_b}{dt}-u(n-n_e)-n_eu=\frac{1}{4\pi}\frac{dE_b}{dt}-nu,$$

which does not depend on position. For one electron, $d\xi/dt=w$ and

$$\frac{dw}{dt}=-E_b-G-\frac{du}{dt}=-G(\xi).$$

If $U$ is defined by $dU/d\xi=G$, then $w^2/2+U(\xi)$ is conserved. The electron returns to the bulk with its relative speed unchanged, however long it spent in the edge. A Maxwellian in this conserved energy gives $n_e=ne^{-U/T}$, which closes the equation for $G$ self-consistently.

Orbits integrated in the laboratory frame through such an edge confirm this. The edge was driven with a velocity amplitude of 0.3 thermal speeds at 0.3 of the plasma frequency. For electrons arriving at two thermal speeds, started at eight phases of the edge motion, the largest speed change relative to the bulk was $9\times10^{-7}$ thermal speeds, the thermal speed being $\sqrt T$. With the bulk field and drift removed and the edge moving as before, the largest change was 0.57 thermal speeds.

## How much each error contributes

It is useful to impose an artificial drift $u_b=\alpha u$ and see what becomes of the energy. The case $\alpha=0$ is the stationary-bulk estimate and $\alpha=1$ is the consistent one. Let $\delta=(1-\alpha)u$ be the edge velocity relative to the bulk, and redefine $w=v-\alpha u$. The hit rate is proportional to $\delta-w$, and the laboratory gain is $2u(\delta-w)$. The wall power is thus $2nuI(\delta)$, and to second order

$$\langle P_{\rm wall}\rangle\simeq n\bar v\langle u\delta\rangle=(1-\alpha)\,n\bar v\langle u^2\rangle .$$

This is not yet the lasting gain, because the bulk field goes on acting after the collision. It changes every velocity together with the drift, so what an electron keeps is its relative velocity, which reflection changes from $w$ to $2\delta-w$. The corresponding gain is $2\delta(\delta-w)$, the power is $2n\delta I(\delta)$, and

$$\langle P_{\rm lasting}\rangle\simeq n\bar v\langle\delta^2\rangle=(1-\alpha)^2n\bar v\langle u^2\rangle .$$

The bulk field takes up the difference. Laboratory-frame trajectories at a small edge velocity bear out both laws. In units of $n\bar v\langle u^2\rangle$ times the period, $\alpha=0.5$ gives a wall work of 0.500 and a lasting gain of 0.250. For $\alpha=0$ both are 1.00, and for $\alpha=1$ both vanish within 0.0003. Counting wall collisions alone would thus overstate the heating by a factor of two at $\alpha=0.5$.

## The numbers read in detail

Take the parameters of the opening. The drive quantum is $\hbar\omega=5\times10^{-8}$ eV, which corresponds to the frequency $\omega/2\pi=12.1$ MHz. The ratio $u_0/\sqrt T$ is then 0.209 and the drift energy $u_0^2/2$ is 0.0656 eV. The Debye length, $1.29\times10^{6}$ angstrom, is about 6% of the edge amplitude, so a sharp edge is a reasonable picture.

Consider an electron approaching at the thermal speed when the edge moves fastest. If that speed is measured relative to the drifting bulk, the electron gains $2u_0\sqrt T=2(0.2092)(3.0\ \text{eV})\approx1.255$ eV on advance and loses the same amount on retreat. The two events are equally frequent.

If the bulk is at rest, the term $2u_0^2=4(0.0656\ \text{eV})\approx0.262$ eV is added to both energy changes. The gain becomes 1.517 eV and the loss 0.992 eV, with relative hit rates 1.209 and 0.791. The weighted sum is

$$1.209(1.517)-0.791(0.992)\approx1.05\ \text{eV}.$$

With equal rates it would be $1.517-0.992=0.525$ eV, so half of the apparent gain comes from the energy changes and half from the rates, as derived above.

The false gain per area and period follows from $u_0=\omega s_0$, where $s_0$ is the edge amplitude:

$$\tfrac12n\bar vu_0^2\,\frac{2\pi}{\omega}=\pi n s_0\,\bar vu_0 .$$

Here $\bar vu_0=\sqrt{8/\pi}\,(0.2092)(3.0\ \text{eV})\approx1.00$ eV, and the product is $6.29\times10^{-7}$ eV per square angstrom. Converted to joules per square metre and multiplied by the drive frequency of 12.1 MHz, this gives the 122 W/m² quoted at the start. The full collision integral gives $6.33\times10^{-7}$, larger by 0.5%, in line with $u_0^2/8T$. A better evaluation of the integral therefore does not cure the error. With the drift included, the same integral averages to zero at the printed precision.

Energy still crosses the edge. During one advance it travels $2s_0$ and does the work

$$nT(2s_0)=(10^{-14})(3.0)(4\times10^{7})=1.2\times10^{-6}$$

in eV per square angstrom, nearly twice the false gain. All of it comes back on retreat. A large instantaneous power at the sheath is thus no evidence of heating.

The bulk force that makes the difference has an amplitude of only $6.6\times10^{-9}$ eV per angstrom. Multiplied by $s_0$ it gives 0.13 eV, twice the drift energy. The factor of two is as expected, because the force falls linearly to zero over the displacement $s_0$ in which the drift builds up.

## Where the cancellation ends

The result concerns uniform ions, and it does not say that capacitive discharges lack collisionless heating. If the ion density is lower in the sheath than in the bulk, the same current requires a faster edge than bulk drift. No single moving frame then brings both to rest, and the proof no longer applies. The law in $(1-\alpha)^2$ shows why relative motion matters, but it is not a model of that case: a density gradient brings its own field, which alters which electrons reach the edge.

Collisions in the bulk turn drift into random motion and heat the electrons resistively. Electrons that escape to the electrode are not reflected, and they also break the argument. Each of these is a physical departure from the uniform model and has to be calculated as such. The hard-wall formula with a bulk at rest calculates none of them; in the uniform plasma to which it is applied, its heating comes from the missing current. The numerical output below lists the values used here.

## Computed values

```
INPUTS
electron temperature T = 3.0 eV
density n = 1.0e-14 per cubic angstrom
drive quantum hbar*omega = 5.0e-08 eV
edge amplitude s0 = 2.0e+07 angstrom
SCALES
u0 / thermal speed = 0.2092
drift energy u0^2/2 = 0.0656 eV
Debye length = 1.288e+06 angstrom
drive / plasma frequency = 0.0135
bulk force amplitude = 6.562e-09 eV/angstrom
ONE ELECTRON, thermal speed toward edge, at maximum edge speed
drifting bulk: gain on advance = 1.2549 eV
drifting bulk: change on retreat = -1.2549 eV
stationary bulk: gain on advance = 1.5174 eV
stationary bulk: change on retreat = -0.9924 eV
stationary bulk: relative hit rates = 1.2092, 0.7908
ENERGY PER AREA AND PERIOD
stationary bulk, leading formula = 6.2912e-07 eV/angstrom^2
stationary bulk, full integral = 6.3255e-07 eV/angstrom^2
leading formula as mean power = 121.9 W/m^2
drifting bulk, |net| / stationary = 0.0e+00
pressure work lent per half period = 1.2000e-06 eV/angstrom^2
TRAJECTORIES, u0 = 0.05 thermal speeds, units of n*vbar*<u^2>*period
alpha = 0.0: lasting gain = 1.0005, wall work = 1.0005
alpha = 0.5: lasting gain = 0.2501, wall work = 0.5003
alpha = 1.0: lasting gain = -0.0000, wall work = 0.0003
OTHER TESTS
full/leading stationary power at u0 = 0.3: 1.01121
anharmonic drive, largest |drifting/stationary| = 0.0e+00
soft edge, speed change with bulk field = 9.2e-07 thermal speeds
soft edge, without field or drift = 0.574 thermal speeds
current spread / (n*u), drifting bulk = 1.8e-08
current spread / (n*u), stationary bulk = 1.0000
```
